# Optical Effective Mass of Electrons in a Kane Conduction Band

Let $E(k)$ be the energy of an isotropic conduction band, measured from the band minimum at $k=0$, with two spin states for each wave vector. The Kane dispersion is

$$
E(1+\alpha E)=\frac{k^2}{2m_0},\qquad \alpha>0,\quad E\ge 0,
$$

where $m_0$ is the band-edge mass and $\alpha$ is an inverse energy that measures the nonparabolicity. The algebra uses atomic units, so $\hbar$, the electron mass and the elementary charge are 1, and the electron has charge $-1$. Numerical energies are in eV and lengths in angstrom. The Fermi energy $E_F$ is measured from the same minimum as $E$, and $k_F$ is the Fermi wave vector. The abbreviation $s=1+2\alpha E$ will be used throughout, with $s_F$ its value at $E_F$.

The optical mass $m_{\rm opt}$ is the mass with which the whole electron gas responds to a uniform field through motion within the band. At zero temperature it obeys

$$
m_{\rm opt}=m_0(1+2\alpha E_F).
$$

This holds at every filling for which the Kane dispersion holds, not just to first order in $\alpha E_F$. It is a statement about independent electrons, with $m_0$ and $\alpha$ taken for the band at the density considered.

The Kane form near $k=0$ can be illustrated by a simple lattice model. Place one cation $s$ orbital, at energy 0, and three anion $p$ orbitals, at energy $-E_g$, on a rock-salt lattice with cube edge $a$. Keep only the hopping $t$ between nearest neighbours. Along axis $i$ the two anions next to a cation lie at $\pm a/2$, and they present $p$ lobes of opposite sign to it. The coupling between the Bloch states is therefore

$$
V_i=t\left(e^{ik_ia/2}-e^{-ik_ia/2}\right)=2it\sin\frac{k_ia}{2}.
$$

With amplitudes $c$ on the $s$ orbital and $d_i$ on the $p$ orbitals, the eigenvalue equations are

$$
Ec=\sum_i V_i d_i,\qquad (E+E_g)d_i=V_i^*c .
$$

For the conduction band $E+E_g\neq0$. Solving the second equation for $d_i$ and inserting it in the first gives

$$
E(E+E_g)=\sum_i|V_i|^2=4t^2\sum_i\sin^2\frac{k_ia}{2}.
$$

At small $k$ each sine may be replaced by its argument, and the right side becomes $t^2a^2k^2$. Division by $E_g$ yields the Kane form with

$$
\alpha=\frac1{E_g},\qquad \frac1{2m_0}=\frac{t^2a^2}{E_g}.
$$

The sines also vanish at three zone-boundary points such as $\mathbf k=(2\pi/a,0,0)$, so this lattice band has four equal minima. The Kane form obtained here describes the one at $k=0$; a band with a single minimum needs couplings that the model leaves out. In this model the whole dispersion of the conduction band, including the term $\alpha E^2$, comes from the coupling of the $s$ orbital to the anion $p$ states; without it the band would be flat. Replacing the sines by their arguments also drops a term $-t^2a^4\sum_ik_i^4/12$ from the right side of the equation for $E(E+E_g)$. This term is of the same order in $k$ as the retained $E^2\simeq t^4a^4k^4/E_g^2$, and as $k\to0$ the ratio of their magnitudes is at most $E_g^2/(12t^2)$, the value reached along a cube axis. At finite $k$ the ratio can exceed this bound. The identification of $\alpha$ with $1/E_g$ therefore belongs to this model and needs both small $ka$ and $12t^2\gg E_g^2$. The derivation of the optical mass starts from the Kane dispersion itself and does not need that identification.

To define the optical mass, apply a uniform field $F$. Each electron feels the force $-F$, so its wave vector changes at the rate $-F$. If scattering is negligible during a period of the field, the occupied region moves rigidly by a vector $\mathbf q$ with

$$
\dot{\mathbf q}=-\mathbf F .
$$

Let $f_0(\mathbf k)$ be the occupation before the field acts and $\mathbf v=\nabla_k E$ the velocity. The current density is

$$
\mathbf j=-2\int\frac{d^3k}{(2\pi)^3}f_0(\mathbf k-\mathbf q)\,\mathbf v(\mathbf k)
=-n\langle\mathbf v(\mathbf k+\mathbf q)\rangle ,
$$

where $n$ is the density and the brackets denote the average over the originally occupied states. The second form follows from a shift of the integration variable. Now expand to first order in $\mathbf q$:

$$
\langle v_i(\mathbf k+\mathbf q)\rangle
=\langle v_i\rangle+\sum_j q_j\left\langle\frac{\partial^2E}{\partial k_i\partial k_j}\right\rangle .
$$

The first term vanishes because $\mathbf v$ is odd in $\mathbf k$ and the occupation is even. By isotropy the averaged matrix of second derivatives is a multiple of the unit matrix, and the multiple is one third of its trace. Hence

$$
\mathbf j=-\frac{n\mathbf q}{m_{\rm opt}},\qquad
\frac1{m_{\rm opt}}=\frac13\langle\nabla_k^2E\rangle .
$$

Differentiating the current in time gives $\dot{\mathbf j}=n\mathbf F/m_{\rm opt}$, which is the response of free particles of mass $m_{\rm opt}$. All occupied states enter this definition.

At zero temperature the occupied region is a sphere of radius $k_F$. Since $\nabla_k^2E$ is the divergence of $\mathbf v$, the divergence theorem turns the volume average into a surface integral:

$$
\langle\nabla_k^2E\rangle
=\frac{4\pi k_F^2\,v(k_F)}{4\pi k_F^3/3}
=\frac{3v(k_F)}{k_F},
\qquad
\frac1{m_{\rm opt}}=\frac{v(k_F)}{k_F}.
$$

Here $v=dE/dk$ is the radial velocity. The same result can be seen directly. Displacing a full sphere leaves its interior full; it adds electrons in front and removes them behind. The net change is a surface layer of thickness $q\cos\theta$, whose electrons have velocity $v(k_F)\cos\theta$ along the displacement. The response of all the electrons can therefore be expressed through the Fermi surface.

It remains to find the velocity. Differentiate the Kane dispersion with respect to $k$. The left side is $E+\alpha E^2$, so

$$
(1+2\alpha E)\frac{dE}{dk}=\frac{k}{m_0},
\qquad
\frac{v}{k}=\frac{1}{m_0(1+2\alpha E)} .
$$

Evaluating this at the Fermi surface and taking the reciprocal proves the law. The factor 2 comes from differentiating the term $\alpha E^2$. The mass rises because, at a given wave vector, the velocity is lower than in the parabolic band.

Another mass, the radial curvature mass $1/E''$, grows much faster. Differentiating $sv=k/m_0$ once more, with $ds/dk=2\alpha v$, gives

$$
sE''+2\alpha v^2=\frac1{m_0}.
$$

From the velocity and the dispersion,

$$
v^2=\frac{k^2}{m_0^2s^2}=\frac{2E(1+\alpha E)}{m_0s^2}.
$$

Therefore

$$
sE''=\frac1{m_0}\,\frac{s^2-4\alpha E-4\alpha^2E^2}{s^2}
=\frac1{m_0s^2},
\qquad
\frac1{E''}=m_0s^3,
$$

because $s^2=1+4\alpha E+4\alpha^2E^2$. The curvature mass describes how one electron changes its speed when pushed along its own direction of motion. For a push at right angles to that direction, the inverse mass is $v/k=1/(m_0s)$. There are two such directions, so one third of the Laplacian at a given state is

$$
\frac13\nabla_k^2E=\frac1{3m_0}\left(\frac1{s^3}+\frac2s\right).
$$

At the Fermi surface this is smaller than $1/(m_0s_F)$. Electrons deeper in the band have larger inverse masses, and the average over the sphere restores $1/(m_0s_F)$. Neither the curvature mass nor the local trace at the Fermi surface can replace the average.

The law can also be written in terms of the density. Counting two spin states in the sphere gives

$$
n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad k_F=(3\pi^2n)^{1/3}.
$$

The dispersion at $k_F$ is a quadratic equation for $E_F$. Its nonnegative root is

$$
E_F=\frac{\sqrt{1+2\alpha k_F^2/m_0}-1}{2\alpha}.
$$

Thus $s_F$ equals the square root in this expression, and squaring $m_{\rm opt}=m_0s_F$ gives

$$
m_{\rm opt}^2=m_0^2+2\alpha m_0k_F^2 .
$$

The mass is linear in $E_F$ but not in $n$. For $\alpha k_F^2/m_0\ll1$, expansion of the square root gives $m_{\rm opt}\simeq m_0+\alpha k_F^2$, so the increase is proportional to $n^{2/3}$. In the opposite limit of the Kane form, $m_{\rm opt}\simeq\sqrt{2\alpha m_0}\,k_F$, which is proportional to $n^{1/3}$. The velocity $k_F/m_{\rm opt}$ then approaches the constant $1/\sqrt{2\alpha m_0}$. A real band may leave the Kane form before this second limit is reached.

A plot of $m_{\rm opt}^2$ against $n^{2/3}$ is a straight line if $m_0$ and $\alpha$ do not depend on density. Its intercept is $m_0^2$. Its slope against $k_F^2$ is $2\alpha m_0$, so the two parameters can be separated.

The optical mass can be read from the plasma frequency if the electron density and the background permittivity are known. Let $P$ be the polarization of the conduction electrons, and let the bound electrons supply a constant relative permittivity $\varepsilon_\infty$. For a uniform longitudinal oscillation without external charge, $\varepsilon_\infty F+4\pi P=0$. Together with $\dot P=j$ this gives

$$
\dot q=-F=\frac{4\pi P}{\varepsilon_\infty},\qquad
\dot P=-\frac{nq}{m_{\rm opt}} .
$$

Differentiating the first equation and inserting the second leads to

$$
\ddot q=-\omega_p^2q,\qquad
\omega_p^2=\frac{4\pi n}{\varepsilon_\infty m_{\rm opt}} .
$$

The frequency must lie well above the scattering rate, so that the shift is not relaxed within a period, and well below the onset of interband transitions, so that $\varepsilon_\infty$ may be taken as independent of frequency. In an ionic solid it must also lie well above the optical phonon frequencies; otherwise the oscillation mixes with the longitudinal phonons and the formula does not give the mass. Filling the band blocks some interband transitions, so $\varepsilon_\infty$ must be taken at the density considered.

As an example, take the round model parameters $m_0=0.30$ electron masses, $\alpha=0.25$ per eV and $\varepsilon_\infty=4$. They are not assigned to a material. At a density of 0.0010 per cubic angstrom,

$$
k_F=(3\pi^2\times0.0010)^{1/3}=0.3094\ \text{per angstrom}.
$$

The dispersion gives $E_F=0.9769$ eV, or 0.03590 hartree. The mass follows as

$$
s_F=1+2(0.25)(0.9769)\simeq1.4884,\qquad
m_{\rm opt}=0.30\times1.4884\simeq0.4465 .
$$

Two calculations from the definition confirm this value: one finds the current of a slightly displaced sphere, the other averages the inverse mass over the occupied states. The current gives 0.44654 and the average 0.44653. The mean velocity is odd in $q$, so the finite displacement causes a relative error of order $(q/k_F)^2$. With the displacement used, $q=10^{-3}k_F$, this is below $10^{-6}$. It changes the last digit only because the exact value lies almost on the rounding boundary between 0.44653 and 0.44654.

The curvature mass at the same density is $0.30\times1.488^3\simeq0.99$, more than twice the optical mass. The plasma energy is 0.8786 eV, or 0.03229 hartree, and following the oscillation of the displaced sphere in time gives the same value. Since $\omega_p$ varies as the inverse square root of the mass, the band-edge mass would give $0.8786\sqrt{1.488}\simeq1.07$ eV. The curvature mass would give $0.8786/1.488\simeq0.59$ eV. The choice of mass is thus a large effect here.

At the ten times lower density of 0.0001 per cubic angstrom, $E_F=0.2467$ eV and $m_{\rm opt}=0.337$. Between the two densities $k_F^2$ grows by $10^{2/3}\simeq4.64$, while $E_F$ grows by $0.9769/0.2467\simeq3.96$, because the band is flatter than a parabola. The mass grows by a factor of only 1.33. The low-density expansion can be judged from the same numbers. It predicts a relative mass increase of $\alpha k_F^2/m_0=2\alpha E_F(1+\alpha E_F)$. This is 0.131 at the lower density, where the full law gives 0.123, and 0.61 at the higher density, where the full law gives 0.49.

At finite temperature the Fermi surface is blurred, and the law acquires a correction. Let $f(E)$ be the Fermi-Dirac function with chemical potential $\mu$, and define

$$
N(E)=\frac{k^3}{3\pi^2},\qquad w(E)=\frac vk=\frac1{m_0s}.
$$

The Laplacian of a radial function is $k^{-2}\,d(k^2v)/dk$. Integration by parts therefore gives

$$
\frac n{m_{\rm opt}}=\frac1{3\pi^2}\int_0^\infty f\,\frac{d(k^2v)}{dk}\,dk
=\int_0^\infty\left(-\frac{df}{dE}\right)Nw\,dE ,
$$

since $k^2v=k^3w$ and the boundary terms vanish. In the same way $n=\int(-df/dE)N\,dE$. For $k_BT\ll E_F$ the function $-df/dE$ is a narrow even peak around $\mu$, with unit area and second moment $\pi^2(k_BT)^2/3$. Expanding a smooth function $g$ around $\mu$ gives

$$
\int\left(-\frac{df}{dE}\right)g\,dE\simeq g(\mu)+c\,g''(\mu),\qquad
c=\frac{\pi^2}{6}(k_BT)^2 .
$$

In what follows, primes on functions of energy denote energy derivatives. Keeping $n=N(E_F)$ fixed requires $\mu-E_F=-cN''/N'$. With this shift, to first order in $c$,

$$
\frac n{m_{\rm opt}}=Nw+c\left[-\frac{N''}{N'}(Nw)'+(Nw)''\right].
$$

Expanding the derivatives cancels the terms $N''w$. Division by $n=N$ leaves

$$
\delta\!\left(\frac1{m_{\rm opt}}\right)
=c\left[w'\left(\frac{2N'}N-\frac{N''}{N'}\right)+w''\right].
$$

Put $u=E_F(1+\alpha E_F)$. Since $N\propto u^{3/2}$, $u'=s$ and $s'=2\alpha$, all at $E_F$,

$$
\frac{N'}N=\frac{3s}{2u},\quad
\frac{N''}{N'}=\frac s{2u}+\frac{2\alpha}s,\quad
w'=-\frac{2\alpha}{m_0s^2},\quad
w''=\frac{8\alpha^2}{m_0s^3}.
$$

Inserting these gives $\delta(1/m_{\rm opt})=(c/m_0)[-5\alpha/(su)+12\alpha^2/s^3]$. Multiplication by $-m_0s$ yields the relative change of the mass:

$$
\frac{\delta m_{\rm opt}}{m_{\rm opt}}
=c\left[\frac{5\alpha}u-\frac{12\alpha^2}{s_F^2}\right]
=\frac{c\,\alpha(5+8\alpha u)}{u\,s_F^2}.
$$

The last form uses $s_F^2=1+4\alpha u$ and shows that the leading correction is positive. At 300 K and the lower density, Fermi-Dirac integrals give an increase of 0.453 percent of the zero-temperature mass, and the formula gives 0.459 percent. At the higher density both give 0.076 percent. These figures describe thermal blurring in a fixed band; they do not include any change of the band with temperature. When $k_BT$ is comparable with $E_F$, the expansion fails and the integrals themselves must be used.

The $s$-$p$ lattice shows another limit of the law. With $E_g=4$ eV and $a=4.5$ angstrom, the chosen $m_0$ requires $t=1.58$ eV. At the wave vector 0.3094 per angstrom, the Kane energy of 0.9769 eV exceeds the lattice energy by 14.9 percent of the latter along the cube axis, and by 4.6 percent along the body diagonal. The direction dependence follows from $\sin^2x\simeq x^2-x^4/3$: at fixed $k$, the sum of the fourth powers $k_i^4$ is three times larger along the axis. The lattice band at this wave vector is therefore visibly anisotropic, and the isotropic law with $\alpha=1/E_g$ is only an approximation for the minimum at $k=0$. At the density of the example, electrons in this lattice would also fill the other three minima, and the Fermi wave vector would be smaller. Here $E_g^2/(12t^2)\simeq0.53$, so along the cube axis the dropped sine term is about half as large as the Kane term even at small $k$. The size of the resulting error in the optical mass was not calculated.

In an amorphous oxide there is no exact wave vector. The derivation can serve only as an approximation, for extended states whose mean free path is long compared with $1/k_F$, which is about 3 angstrom at the higher density and 7 angstrom at the lower. Near the band edge, where states may be localized, a displaced Fermi sphere is not a valid description. If doping changes $m_0$ or $\alpha$, the relation may still hold at each density with the parameters of that density, but the plot of $m_{\rm opt}^2$ against $n^{2/3}$ need no longer be straight.

## Computed values

```
band-edge mass: 0.30 electron masses
alpha: 0.25 per eV
s-p gap: 4.0 eV
background permittivity: 4.0
density: 0.0001 per cubic angstrom
  k_F: 0.1436 per angstrom
  E_F: 0.2467 eV
  1 + 2 alpha E_F: 1.1233
  optical mass, formula: 0.33700 electron masses
  optical mass, current: 0.33700 electron masses
  optical mass, average: 0.33700 electron masses
  curvature mass: 0.4252 electron masses
  plasma energy, formula: 0.3198 eV
  plasma energy, motion: 0.3198 eV
density: 0.0005 per cubic angstrom
  k_F: 0.2455 per angstrom
  E_F: 0.6576 eV
  1 + 2 alpha E_F: 1.3288
  optical mass, formula: 0.39864 electron masses
  optical mass, current: 0.39864 electron masses
  optical mass, average: 0.39864 electron masses
  curvature mass: 0.7039 electron masses
  plasma energy, formula: 0.6575 eV
  plasma energy, motion: 0.6575 eV
density: 0.0010 per cubic angstrom
  k_F: 0.3094 per angstrom
  E_F: 0.9769 eV
  1 + 2 alpha E_F: 1.4884
  optical mass, formula: 0.44653 electron masses
  optical mass, current: 0.44654 electron masses
  optical mass, average: 0.44653 electron masses
  curvature mass: 0.9893 electron masses
  plasma energy, formula: 0.8786 eV
  plasma energy, motion: 0.8786 eV
highest density, E_F: 0.03590 hartree
highest density, plasma energy: 0.03229 hartree
m0 from line: 0.3000 electron masses
alpha from line: 0.2500 per eV
300 K mass shift at E_F = 0.2467 eV:
  Fermi-Dirac integrals: 0.453 percent
  Sommerfeld formula: 0.459 percent
300 K mass shift at E_F = 0.9769 eV:
  Fermi-Dirac integrals: 0.076 percent
  Sommerfeld formula: 0.076 percent
lattice constant: 4.5 angstrom
s-p hopping: 1.5839 eV
lattice energy at top k_F, 100: 0.8506 eV
  Kane energy too high by: 14.9 percent
lattice energy at top k_F, 111: 0.9336 eV
  Kane energy too high by: 4.6 percent
```
